# Transit Time of an Argon Ion Through a Child Sheath

**The question**

A plasma faces a plane negative wall. Between them lies a steady sheath of thickness $s$, across which the potential falls by $V$. Let $x$ run from the sheath edge, $x=0$, to the wall, $x=s$. Let $\phi(x)\ge 0$ be the potential drop measured from the edge, so that $\phi(0)=0$ and $\phi(s)=V$. The electric field component towards the wall is then $E=d\phi/dx$.

Singly charged ions of mass $M$ enter at speed $u_0$ and carry a uniform current density $J$ to the wall. Assume that the sheath contains no electrons, that no ions are created in it, that the ions do not collide, and that $E(0)=0$. SI units are used, with energies also quoted in eV.

(a) Show that the field felt by a moving ion grows linearly in time, and find its speed and position.

(b) Find the transit time $\tau$ and the current density in terms of $u_0$, $s$ and $V$.

(c) Take the limit of negligible entry speed. Find the potential profile and confirm the transit time by a direct integral over it.

(d) For argon with $s=3.2$ mm and $V=300$ V, show that the transit lasts about 3.4 periods of a 13.56 MHz oscillation.

(e) How much of the sheath does the ion cross in the first of these periods, and how much in the last period before impact? Compare the transit time with that in a uniform field.

(f) How does the answer to (d) change if the ions enter at the Bohm speed, for an electron temperature of 3 V? How does $\tau$ depend on $V$ if $J$, instead of $s$, is held fixed?

**Answer to (a)**

The ion charge density $\rho$ and the ion speed $u$ are related by $J=\rho u$. Since there are no electrons, Poisson's equation reads
$$\frac{dE}{dx}=\frac{\rho}{\varepsilon_0}=\frac{J}{\varepsilon_0u}.$$

Now follow one ion. The sheath is steady, so the field at a fixed position does not change, and the ion sees a changing field because it moves:
$$\frac{dE}{dt}=u\,\frac{dE}{dx}=u\,\frac{J}{\varepsilon_0u}=\frac{J}{\varepsilon_0}.$$
The speed cancels. A faster ion passes through the field gradient more quickly, but the charge density that produces the gradient is lower in the same proportion. With $t=0$ at the edge, where $E=0$,
$$E=\frac{Jt}{\varepsilon_0}.$$

Newton's law, $M\,du/dt=eE$, becomes
$$\frac{du}{dt}=at,\qquad a=\frac{eJ}{M\varepsilon_0}.$$
Here $a$ is the constant rate at which the acceleration grows. Two integrations, with $u=u_0$ and $x=0$ at $t=0$, give
$$u=u_0+\frac{at^2}{2},\qquad x=u_0t+\frac{at^3}{6}.$$

**Answer to (b)**

Let $u_w$ be the speed at the wall. Energy conservation gives $Mu_w^2/2=Mu_0^2/2+eV$, hence
$$u_w=\sqrt{u_0^2+v^2},\qquad v=\sqrt{\frac{2eV}{M}}.$$

At $t=\tau$ the speed equation gives $a\tau^2/2=u_w-u_0$. Multiplying by $\tau/3$ gives $a\tau^3/6=(u_w-u_0)\tau/3$, which is the second term of the position equation. Therefore
$$s=u_0\tau+\frac{(u_w-u_0)\tau}{3}=\frac{(u_w+2u_0)\tau}{3},$$
and
$$\tau=\frac{3s}{u_w+2u_0}.$$

For the current, insert this time into $a=2(u_w-u_0)/\tau^2$:
$$a=\frac{2(u_w-u_0)(u_w+2u_0)^2}{9s^2}.$$
Since $J=M\varepsilon_0a/e$,
$$J=\frac{2M\varepsilon_0(u_w-u_0)(u_w+2u_0)^2}{9es^2}.$$
Thus $s$, $V$ and $u_0$ together fix the current. Changing $u_0$ at given $s$ and $V$ also changes $J$ and the field profile.

**Answer to (c)**

As $u_0\to0$, the wall speed tends to $v$, and
$$\tau=\frac{3s}{v}.$$
The current density tends to $J=2M\varepsilon_0v^3/(9es^2)$. Replacing $Mv^2$ by $2eV$ gives
$$J=\frac{4\varepsilon_0Vv}{9s^2}=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{s^2},$$
which is Child's law.

In the same limit $x=at^3/6$ and $u=at^2/2$. Dividing each by its value at $t=\tau$ gives
$$\frac{x}{s}=\left(\frac{t}{\tau}\right)^3,\qquad \frac{u}{v}=\left(\frac{t}{\tau}\right)^2.$$
Since $e\phi=Mu^2/2$ and $eV=Mv^2/2$,
$$\frac{\phi}{V}=\left(\frac{u}{v}\right)^2=\left(\frac{t}{\tau}\right)^4=\left(\frac{x}{s}\right)^{4/3}.$$
Differentiation with respect to $x$ gives
$$E=\frac{4V}{3s}\left(\frac{x}{s}\right)^{1/3}.$$

For the direct integral, the speed at position $x$ is $v(x/s)^{2/3}$. With $\xi=x/s$,
$$\tau=\int_0^s\frac{dx}{u}=\frac{s}{v}\int_0^1\xi^{-2/3}\,d\xi=\frac{s}{v}\Big[3\xi^{1/3}\Big]_0^1=\frac{3s}{v}.$$
The integrand diverges at the edge, where the ion is slow, but the integral is finite.

The limit $u_0\to0$ has a purpose. An ion placed at rest at $x=0$ feels no force, so remaining there also satisfies Newton's law in this field. The moving solution is the one approached by ions that enter with a small but nonzero speed.

**Answer to (d)**

The argon ion has $M=6.634\times10^{-26}$ kg. Its wall speed is
$$v=\sqrt{\frac{2(1.602\times10^{-19}\ \mathrm{C})(300\ \mathrm{V})}{6.634\times10^{-26}\ \mathrm{kg}}}=3.807\times10^4\ \mathrm{m/s}.$$
The transit time is
$$\tau=\frac{3(3.2\times10^{-3}\ \mathrm{m})}{3.807\times10^4\ \mathrm{m/s}}=2.522\times10^{-7}\ \mathrm{s}=252.2\ \mathrm{ns}.$$
The period at 13.56 MHz is $T=1/f=73.75$ ns, so
$$\frac{\tau}{T}=\frac{252.2}{73.75}=3.42.$$
This is the required result. The corresponding current density is $4.39\ \mathrm{A/m^2}$, and the field at the wall is $4V/(3s)=125$ kV/m.

A numerical solution of Poisson's equation, with the current adjusted until the wall potential is correct, gives 3.419 periods for $u_0=10^{-4}v$. The formula in (b) shows why this lies slightly below the cold value of 3.420: to first order in $u_0/v$, the time is reduced by the fraction $2u_0/v=2\times10^{-4}$. The numerical output follows this text.

The voltage here is constant, and the oscillation serves as a clock. The ratio compares two time scales; it does not give the energy distribution of ions in a sheath whose voltage oscillates.

The result also requires an ion mean free path much longer than 3.2 mm. Charge exchange inside the sheath replaces a fast ion by a slow one that has only the remaining potential drop ahead of it. Neither its transit time nor its impact energy is then given by a single fall from the edge.

**Answer to (e)**

After one period $t/\tau=1/3.420=0.2924$. The cubic law for position gives
$$\frac{x}{s}=(0.2924)^3=0.0250,$$
which is 2.5% of the sheath, or 0.080 mm. The energy gained is
$$e\phi=(300\ \mathrm{eV})(0.2924)^4=2.19\ \mathrm{eV}.$$

The last period before impact begins at $t=\tau-T$, when the ion has crossed the fraction $(1-0.2924)^3=0.354$. The remaining 64.6% of the sheath is crossed in that one period. The ion therefore spends much of its transit close to the edge, where both its speed and the field are small.

In a uniform field with the same $s$ and $V$, an ion starting from rest has constant acceleration. Its speed rises linearly from zero to $v$, so its mean speed is $v/2$ and its transit time is
$$\tau_{\rm uniform}=\frac{2s}{v}=168.1\ \mathrm{ns},$$
or 2.28 periods. In the Child sheath the mean speed is $s/\tau=v/3$. The wall speed is the same in both cases because the potential drop is the same. The factor 3 in place of 2 comes from the field profile, which is weak where the ion starts.

**Answer to (f)**

Let $T_e$ be the electron temperature expressed in volts. The Bohm speed for cold ions is
$$u_0=\sqrt{\frac{eT_e}{M}}=2692\ \mathrm{m/s}\qquad(T_e=3\ \mathrm{V}).$$
The wall speed rises only to $u_w=3.816\times10^4$ m/s. At the same $s$ and $V$, the result of (b) gives
$$\tau=\frac{9.6\times10^{-3}\ \mathrm{m}}{(3.816\times10^4+2\times2692)\ \mathrm{m/s}}=220.5\ \mathrm{ns}.$$
This is 2.99 periods, a transit time 12.6% shorter than for cold entry. The current density needed to maintain the same thickness and voltage rises from 4.39 to $5.35\ \mathrm{A/m^2}$.

The change is large compared with the change in energy. The entry energy is $eT_e/2=1.5$ eV, only 0.5% of the 300 eV gained in the sheath. The time, however, depends to first order on the speed ratio
$$\frac{u_0}{v}=\sqrt{\frac{T_e}{2V}}=0.0707.$$
An entry energy of 1.5 eV is also comparable with the 2.19 eV that a cold ion gains during its whole first period. The Bohm ion thus avoids part of the slow start, though less than this comparison suggests. A cold ion needs the time $(1.5/300)^{1/4}\tau$, or 0.91 periods, to reach 1.5 eV, while the saving is 0.43 periods. One reason is that the field changes too. Ions that enter faster carry less charge density near the edge, so the field there is weaker than in the cold Child profile. A Bohm ion crossing the unchanged Child profile would need 2.65 periods; in its own field it needs 2.99.

The figure of 3.4 periods therefore belongs to the Child model with negligible entry speed. The value 2.99 measures the sensitivity to that assumption and is not a complete sheath calculation. Where the potential drop is no more than a few times $T_e$, electrons still contribute to the space charge, and both calculations leave them out. Their effect can exceed that of the entry speed. With Boltzmann electrons, Bohm entry and the same $s$ and $V$, the edge field must be nonzero, and the transit depends on it: 2.8, 3.4 and 4.2 periods for $E(0)=1$, 0.3 and 0.1 times $T_e/\lambda_D$, where $\lambda_D=\sqrt{\varepsilon_0T_e/(en)}$ is the Debye length at the edge ion density $n$. Whether the transit lies below or above 3.42 periods then depends on where the edge is placed.

For the last question, return to cold entry and hold $J$ fixed. The thickness then adjusts to the voltage. Child's law gives $s^2=4\varepsilon_0Vv/(9J)$, so
$$\tau^2=\frac{9s^2}{v^2}=\frac{4\varepsilon_0V}{Jv}.$$
Since $v\propto V^{1/2}$, it follows that $\tau^2\propto V^{1/2}$ and
$$\tau\propto V^{1/4}\qquad(J\text{ fixed}).$$
At fixed thickness, by contrast, $\tau=3s/v\propto V^{-1/2}$. Raising the voltage shortens the transit if the thickness is held constant, but lengthens it slightly if the ion current is held constant, because the sheath then expands as $s\propto V^{3/4}$, faster than the ion speed increases.

## Numbers as computed

```
sheath thickness s = 3.2 mm
sheath voltage V = 300 V
frequency f = 13.56 MHz
argon atomic weight = 39.95 u
ion mass M = 6.6338e-26 kg
wall speed v, cold entry = 3.8067e+04 m/s
rf period T = 73.75 ns
transit time 3s/v = 252.2 ns
transit time / period = 3.420 (no unit)
Child current density J = 4.389 A/m^2
wall field 4V/(3s) = 125.0 kV/m
time integral, Child profile = 3.000000 (units s/v)
numerical sheath: entry speed / v = 1.0e-04 (no unit)
numerical sheath: transit / period = 3.419 (no unit)
numerical sheath: current density = 4.390 A/m^2
sheath fraction crossed in first period = 2.50 %
distance crossed in first period = 0.0800 mm
energy gained in first period = 2.19 eV
sheath fraction crossed in last period = 64.6 %
uniform field: transit time 2s/v = 168.1 ns
uniform field: transit / period = 2.280 (no unit)
chosen electron temperature = 3.0 V
Bohm entry speed u0 = 2691.8 m/s
Bohm entry: u0 / v = 0.0707 (no unit)
Bohm entry: wall speed = 3.8162e+04 m/s
Bohm entry: transit time = 220.5 ns
Bohm entry: transit / period = 2.989 (no unit)
Bohm entry: current density = 5.351 A/m^2
Bohm entry: change of transit time = -12.6 %
```
